\section*{How far heat spreads in silicon during millisecond and second-long heating}

\section*{Problem}

In some forms of rapid thermal annealing, lamps or a laser heat one face of an implanted silicon wafer. Take the thermal diffusivity of the hot silicon to be $D=0.1$ cm$^2$/s, the wafer thickness to be $W=7\times10^{6}$ Å and the wafer radius to be $R=1.5\times10^{9}$ Å. Heat enters the front face at a constant rate for a time $t$, which is either $10^{-3}$ s or $1$ s. In both cases the power is chosen so that the front face ends $0.1$ eV hotter than it began, with temperature expressed as the energy $k_BT$.

(a) How deep is the heat at the end of the short pulse?

(b) How warm is the back face at that moment, and how warm does it become later?

(c) Does heating for one second warm the whole thickness, and how large a temperature difference remains between the faces?

(d) Can heat also spread across the wafer, from centre to rim, in one second?

\section*{Model and units}

Let $x$ be the depth below the front face and $\theta(x,t)$ the temperature rise. The algebra uses atomic units, $\hbar=m_e=e=1$, together with $k_B=1$, so that $\theta$ is an energy. No quantum constant enters the heat flow, and the formulas keep their form when lengths are put in as angstroms, times as seconds and $\theta$ in eV. Since $1$ cm is $10^{8}$ Å,
\begin{equation}
D=0.1\times(10^{8})^2\ \text{Å}^2/\text{s}=10^{15}\ \text{Å}^2/\text{s}.
\end{equation}

Four simplifications are made. The diffusivity is constant. The light is absorbed in a layer much thinner than the depth to be found. The front face is heated evenly, so that $\theta$ depends on $x$ alone. No heat is lost from the surfaces. The first, second and fourth are examined below, and the third is taken up in part (d).

Let $c$ be the heat capacity per volume and $\kappa$ the thermal conductivity. Fourier's law gives the heat flux $q=-\kappa\,\partial\theta/\partial x$. A slice between $x$ and $x+dx$ gains heat at the rate $q(x)-q(x+dx)=-(\partial q/\partial x)\,dx$ per area, and this equals $c\,(\partial\theta/\partial t)\,dx$. Hence
\begin{equation}
\frac{\partial\theta}{\partial t}=D\,\frac{\partial^2\theta}{\partial x^2},\qquad D=\frac{\kappa}{c}.
\label{heat}
\end{equation}
If the absorbed flux is $F$, the condition at the front face is
\begin{equation}
-\frac{\partial\theta}{\partial x}\Big|_{x=0}=g,\qquad g=\frac{F}{\kappa}.
\label{flux}
\end{equation}
The minus sign says that heat flows inwards when the temperature falls with depth.

\section*{Solution}

\subsection*{(a) Depth of the heat after a short pulse}

Suppose first that the silicon is so thick that its far side plays no part. The heat has no sharp front, so a definition of depth is needed. The root-mean-square depth, weighted by the heat present, can be found without knowing the profile. Define
\begin{equation}
M_0=\int_0^\infty\theta\,dx,\qquad M_2=\int_0^\infty x^2\theta\,dx .
\end{equation}
The stored heat per area is $cM_0$, and the mean square depth is $M_2/M_0$. Integrating (\ref{heat}) over $x$ gives
\begin{equation}
\frac{dM_0}{dt}=D\left[\frac{\partial\theta}{\partial x}\right]_0^\infty=D\,[0-(-g)]=gD,
\end{equation}
so $M_0=gDt$, because $\theta=0$ at the start. For the second moment, integrate by parts twice:
\begin{align}
\frac{dM_2}{dt}&=D\int_0^\infty x^2\frac{\partial^2\theta}{\partial x^2}\,dx
=D\left[x^2\frac{\partial\theta}{\partial x}\right]_0^\infty-2D\int_0^\infty x\frac{\partial\theta}{\partial x}\,dx\\
&=0-2D\,\big[x\theta\big]_0^\infty+2D\int_0^\infty\theta\,dx=2DM_0 .
\label{m2}
\end{align}
The boundary terms vanish at $x=0$ because of the factors $x^2$ and $x$, and far away because $\theta$ falls off there faster than any power of $x$, as the explicit solution in part (b) shows. With $M_0=gDt$ the right side is $2gD^2t$, so $M_2=gD^2t^2$ and
\begin{equation}
\frac{M_2}{M_0}=Dt,\qquad L\equiv\sqrt{Dt}.
\label{L}
\end{equation}
For constant heating of a deep solid, $\sqrt{Dt}$ is therefore the rms depth itself, with no further numerical factor. For the short pulse
\begin{equation}
L=\sqrt{10^{15}\times10^{-3}}\ \text{Å}=10^{6}\ \text{Å}=100\ \text{micrometres}.
\end{equation}
This is $0.143$ of the thickness, or one seventh. A numerical solution of (\ref{heat}) on a grid, with the real thickness and an insulated back, was tested against (\ref{L}) for this pulse and agrees within $0.1\%$ of $L$.

The depth $L$ is a typical depth and not a limit. In the grid solution $28\%$ of the heat lies deeper than $L$ and $5.7\%$ deeper than $2L$. The temperature rise is $0.035$ eV at depth $L$ and $0.009$ eV at $2L$, compared with $0.1$ eV at the surface. Another definition of depth, such as $2\sqrt{Dt}$, would double the quoted figure, which is one reason to read the result as ``roughly'' 100 micrometres. The uncertainty in $D$, discussed at the end, is another.

The thin absorbing layer can now be examined. If the heat is released over a range of depths with mean square $a^2$, and none crosses the surface, the source adds $gDa^2$ to $dM_2/dt$ while $dM_0/dt$ is still $gD$. Then $M_2=gD^2t^2+gDa^2t$, and the mean square depth becomes $Dt+a^2$. For the rms depth, the absorption depth is unimportant as long as $a\ll L$. The surface temperature is more sensitive, because it falls at first order in $a/L$. For exponential absorption with $a/L=0.14$, the rms depth grows by $1\%$ while the front rise at the same flux drops by about $8\%$. The condition $a\ll L$ also depends on the light: cold, lightly doped silicon absorbs weakly near and below its band gap, and such light is not stopped in a thin layer.

\subsection*{(b) The back face during and after the short pulse}

A bound on the heat near the back follows from the mean square depth. In a wafer with an insulated back the integrals run from $0$ to $W$. The term $[x^2\,\partial\theta/\partial x]$ still vanishes, because no heat crosses the back, but $-2D[x\theta]$ now contributes $-2DW\theta(W,t)$, which is not positive. Hence $M_2/M_0\le Dt$ in the wafer too. The heat beyond a depth $x$ contributes at least $x^2$ times its share to the mean square depth, and the rest contributes nothing negative. Therefore
\begin{equation}
\text{share of heat beyond }x\ \le\ \frac{L^2}{x^2}.
\end{equation}
For the back half of the wafer, $x=W/2=3.5L$, and the bound is $1/3.5^2=0.082$. The grid solution gives a share of $0.0026$, far below the bound, because the profile falls much faster than the bound requires.

To find the temperatures, build the solution from small doses. A dose of heat $F\,ds$ per area, released at the surface a time $s$ ago, has the profile
\begin{equation}
G=\frac{A}{\sqrt{s}}\,e^{-x^2/4Ds}.
\end{equation}
Differentiation confirms that it obeys the heat equation:
\begin{align}
\frac{\partial G}{\partial s}&=\left(-\frac{1}{2s}+\frac{x^2}{4Ds^2}\right)G,\\
\frac{\partial G}{\partial x}&=-\frac{x}{2Ds}\,G,\qquad
\frac{\partial^2G}{\partial x^2}=\left(-\frac{1}{2Ds}+\frac{x^2}{4D^2s^2}\right)G .
\end{align}
Multiplying the last expression by $D$ gives the first. The slope vanishes at $x=0$, so no heat leaks out after the release. Since $\int_0^\infty e^{-x^2/4Ds}dx=\sqrt{\pi Ds}$, the integral of $G$ over depth is $A\sqrt{\pi D}$. It must equal $F\,ds/c=g\kappa\,ds/c=gD\,ds$, which fixes $A$. The heat equation is linear, so the doses add:
\begin{equation}
\theta(x,t)=\int_0^t\frac{gD}{\sqrt{\pi Ds}}\,e^{-x^2/4Ds}\,ds .
\label{sum}
\end{equation}
At the surface the exponential is $1$, and
\begin{equation}
\theta(0,t)=\frac{gD}{\sqrt{\pi D}}\int_0^t\frac{ds}{\sqrt s}=\frac{gD}{\sqrt{\pi D}}\,2\sqrt t=\frac{2gL}{\sqrt\pi}.
\label{front}
\end{equation}

In (\ref{sum}) the oldest dose reaches deepest. At $x=W=7L$ its exponential is $e^{-49/4}$, and the younger doses have smaller ones. An insulated back reflects the arriving heat and so doubles this small rise. The grid solution gives a back-face rise of $3.5\times10^{-8}$ eV at the end of the pulse. For the value of $D$ used here the back is still cold. Such a far tail depends strongly on $D$, however: with a diffusivity nine times larger, the back-face rise would be about $0.01$ eV, a tenth of the front rise.

Even a cold back does not stay cold. Let the pulse end at $t_p$, with $L=\sqrt{Dt_p}$. The stored heat is then fixed, and without losses it spreads until the wafer is uniform. Conservation of $M_0=gDt_p=gL^2$ gives a final rise $gL^2/W$. Divided by the peak surface rise (\ref{front}), this is
\begin{equation}
\frac{gL^2/W}{2gL/\sqrt\pi}=\frac{\sqrt\pi}{2}\,\frac{L}{W}=0.886\times0.143=0.127 .
\end{equation}
The whole wafer ends up $0.0127$ eV, or about $150$ K, warmer than it began. The front face has meanwhile fallen to this value from a rise of $0.1$ eV, or $1160$ K. The cold bulk is what cools the front so quickly: heat leaves the surface region by moving inwards. A limited penetration depth thus describes the state at the end of the pulse, not the final distribution of the heat.

\subsection*{(c) Heating for one second}

Used without thought, (\ref{L}) gives for $t=1$ s
\begin{equation}
\sqrt{Dt}=\sqrt{10^{15}}\ \text{Å}=3.16\times10^{7}\ \text{Å}\approx3.2\ \text{mm},
\end{equation}
which is $4.5$ thicknesses. The heat cannot be deeper than the wafer, so this number is no longer a depth. It shows that the assumption of a deep solid has failed, and the back face must be included.

With an insulated back, energy conservation fixes the average rise at $gDt/W$. Try a profile of fixed shape that climbs at this rate,
\begin{equation}
\theta=\frac{gDt}{W}+p(x).
\end{equation}
The heat equation then requires $gD/W=D\,p''$, so $p''=g/W$. Since no heat crosses the back, $p'(W)=0$, and one integration gives $p'=-g(W-x)/W$. At $x=0$ this equals $-g$, as (\ref{flux}) demands. A second integration gives $p=g(W-x)^2/(2W)+C$. The average of $p$ must vanish. The average of $(W-x)^2$ is $W^2/3$, so $C=-gW/6$ and
\begin{equation}
\theta=gW\left[\frac{Dt}{W^2}+\frac12\left(1-\frac xW\right)^2-\frac16\right].
\label{slab}
\end{equation}

This profile is not zero at $t=0$, so it differs from the true solution by a transient. The transient has no heat flow at either face and no average. It is a sum of terms $\cos(n\pi x/W)$ with $n=1,2,\dots$, and insertion in (\ref{heat}) shows that each decays as $e^{-n^2\pi^2Dt/W^2}$. The slowest has the decay time
\begin{equation}
\frac{W^2}{\pi^2D}=\frac{0.049\ \text{s}}{\pi^2}=0.005\ \text{s}.
\end{equation}
After one second the transient has vanished for every practical purpose. It also governs the levelling after the short pulse in part (b), which therefore takes some hundredths of a second.

Setting $x=0$ and $x=W$ in (\ref{slab}) gives the two faces:
\begin{equation}
\theta_{\rm front}=gW\left(\frac{Dt}{W^2}+\frac13\right),\qquad
\theta_{\rm back}=gW\left(\frac{Dt}{W^2}-\frac16\right).
\end{equation}
Their difference is $gW/2$, independent of time, while both rises keep growing. The ratio therefore approaches $1$. For $t=1$ s, $Dt/W^2=1/0.049=20.4$, and
\begin{equation}
\frac{\theta_{\rm back}}{\theta_{\rm front}}=\frac{20.41-0.17}{20.41+0.33}=0.976 .
\end{equation}
With the front at $0.1$ eV the back has risen by $0.0976$ eV. The difference is $0.0024$ eV, or $28$ K. The heat fills the thickness almost evenly: its rms depth in the grid solution is $4.03\times10^{6}$ Å, close to the value $W/\sqrt3$ of a uniform distribution.

The time at which the back has reached $90\%$ of the front rise follows from
\begin{equation}
\frac{Dt}{W^2}-\frac16=0.9\left(\frac{Dt}{W^2}+\frac13\right)
\ \Rightarrow\ 0.1\,\frac{Dt}{W^2}=\frac{3}{10}+\frac16=\frac{7}{15},
\end{equation}
so $t=(14/3)\,W^2/D=4.67\times0.049$ s $=0.23$ s. At the earlier time $t=W^2/D$ the ratio is $(5/6)/(4/3)=0.63$. The condition $\sqrt{Dt}=W$ thus marks a wafer that is warm throughout but not yet even.

\begin{center}
\begin{tabular}{cccc}
\hline
$t$ (s) & $\sqrt{Dt}$ (Å) & $\sqrt{Dt}/W$ & back rise / front rise\\
\hline
$0.001$ & $1.0\times10^{6}$ & $0.14$ & $3.5\times10^{-7}$\\
$0.049$ & $7.0\times10^{6}$ & $1.0$ & $0.63$\\
$0.23$ & $1.5\times10^{7}$ & $2.2$ & $0.90$\\
$1$ & $3.2\times10^{7}$ & $4.5$ & $0.98$\\
\hline
\end{tabular}
\end{center}

The ratios in the table do not depend on the power, because $g$ multiplies every rise. In the last three rows $\sqrt{Dt}$ is a measure of elapsed time and not the depth of the heat.

\subsection*{(d) Spreading across the wafer}

Along a straight strip from centre to rim, diffusion obeys the same equation, with the radius as the relevant length. In a full disc the heat spreads in two directions at once, which does not change the order of magnitude of the distance. For one second
\begin{equation}
\frac{\sqrt{Dt}}{R}=\frac{3.16\times10^{7}}{1.5\times10^{9}}=0.021 .
\end{equation}
Heat fed for one second into one end of a strip of length $R$ has, in the grid solution, an rms spread of $3.16\times10^{7}$ Å, and the far end stays cold. The time scale for crossing the radius is $R^2/D\approx2250$ s. Spreading ``through the wafer'' in one second is thus true of the thickness and false of the diameter. Diffusion cannot repair uneven illumination on the scale of the radius within an anneal of this length, so the lamps themselves must heat the face evenly.

\section*{How far the estimate can be trusted}

The diffusivity is the least certain input. The value used is a rough one for hot silicon, and cold silicon has a larger diffusivity, by a factor somewhat below ten. Because $L$ varies as $\sqrt D$, a diffusivity nine times larger gives $L=3\times10^{6}$ Å for the short pulse, three times the earlier value but still less than half the thickness. The heat then reaches the back face, and the rms depth in the wafer is somewhat smaller than $L$, about $2.8\times10^{6}$ Å. The final uniform rise after the pulse grows in the same proportion, to about $0.038$ eV, and the back face is then already warm when the pulse ends. In a real pulse $D$ changes with the local temperature, and (\ref{L}) then gives a scale and not an exact moment. The direction of the error is known. Silicon melts at about $1690$ K, so a front rise of $1160$ K is possible without melting only if the wafer starts below about $530$ K. Most of the wafer is then colder, and conducts heat better, than the value of $D$ used here assumes. For such a wafer $100$ micrometres and $150$ K are underestimates of the depth and of the final rise, and the results for the two diffusivities serve as rough lower and upper limits. The long heating is hardly affected. When it ends the whole thickness is hot, and the difference between the faces, $FW/2\kappa$, is set by the conductivity of the hot silicon. The larger diffusivity of the early, cold stage therefore leaves the difference near the $28$ K found in part (c).

Surface losses matter more for the long heating, since they have more time to act. Consider the extreme case of a steady state in which all the absorbed heat leaves through the back. The flux is then the same at every depth, the slope is $-g$ throughout, and the difference between the faces is $gW$. This is twice the insulated value at the same absorbed flux, or about $0.005$ eV for the flux of part (c). Bringing the front to $0.1$ eV in spite of losses takes more power, and this limit grows in proportion to the flux. The difference stays small compared with $0.1$ eV as long as the flux is not many times that of part (c).

The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
thermal diffusivity: 1e+15 angstrom^2/s
wafer thickness: 7e+06 angstrom
wafer radius: 1.5e+09 angstrom
short heating time: 0.001 s
long heating time: 1 s
front-face rise in both cases: 0.1 eV
  the same in kelvin: 1160 K
SHORT HEATING
sqrt(D t): 1e+06 angstrom
  the same in micrometres: 100 micrometre
rms depth from the grid: 1e+06 angstrom
sqrt(D t) / thickness: 0.1429
rise at depth sqrt(D t): 0.0354 eV
rise at depth 2 sqrt(D t): 0.00891 eV
share of heat beyond sqrt(D t): 0.28
share of heat beyond 2 sqrt(D t): 0.0568
share of heat in the back half: 0.0026
upper bound on that share: 0.0816
back-face rise at end of pulse: 3.5e-08 eV
final uniform rise / peak front rise: 0.127
final uniform rise: 0.0127 eV
  the same in kelvin: 147 K
LONG HEATING
sqrt(D t): 3.162e+07 angstrom
  the same in micrometres: 3162 micrometre
sqrt(D t) / thickness: 4.518
D t / thickness^2: 20.41
rms depth of heat in the real wafer: 4.03e+06 angstrom
back rise / front rise: 0.9759
back-face rise: 0.09759 eV
front-to-back difference: 0.00241 eV
  the same in kelvin: 28 K
TIMES AND LIMITS
thickness^2 / D: 0.049 s
slowest transient decay time: 0.00496 s
time for back to reach 90% of front: 0.229 s
short-pulse depth if D is 9 times larger: 3e+06 angstrom
sideways rms spread in the long time (grid): 3.16e+07 angstrom
sqrt(D t) / radius, long time: 0.0211
radius^2 / D: 2.25e+03 s
\end{verbatim}
